# Twisted Heisenberg exchange between two spins in a Rashba electron gas

## A large effect from a weak spin-orbit term

Two spins sit 40 Å apart in a two-dimensional electron gas with effective mass 0.3, Rashba strength 0.4 eV Å and Fermi energy 0.4 eV. Their Dzyaloshinskii-Moriya coupling is $2.93\times10^{-5}$ eV, while the isotropic Heisenberg part is $-0.94\times10^{-5}$ eV. The term that spin-orbit coupling creates is thus three times larger in size than the isotropic part left beside it, which the same coupling has reduced, although the Rashba wave number is only 9 % of the Fermi wave number.

"Large" is meant relative to the isotropic part. The inputs are round model values with an assumed contact coupling $J=5$ eV Å$^2$, which enters squared, and $2.93\times10^{-5}$ eV corresponds to only 0.34 K. The ratio is large because spin-orbit coupling enters through an angle that accumulates along the path between the spins. One spin is coupled to a rotated copy of the other. In one dimension this statement is exact within second-order exchange; in two dimensions it is a leading-order result, whose error is derived below.

## Model and conventions

In atomic units, with $m$ the effective mass in electron masses,

$$H=\frac{k^2}{2m}+\alpha(\sigma_xk_y-\sigma_yk_x),\qquad k_R=m\alpha .$$

Two classical, dimensionless spins act through $V_i=J\,\mathbf S_i\cdot\boldsymbol\sigma\,\delta(\mathbf r-\mathbf r_i)$. The gas is clean and at zero temperature, with fixed chemical potential $E_F>0$, so that both spin-split bands are occupied. We work to second order in $J$. The $x$ axis points from spin 1 to spin 2: $\mathbf r_2-\mathbf r_1=R\hat x$. Bessel functions carry an index, $J_0,J_1,Y_0,Y_1$; the coupling $J$ has none. $H_0,H_1$ denote Hankel functions of the first kind.

## The interaction energy

Let $G=(E+i0-H)^{-1}$ and $V=V_1+V_2$. The density of states is $-\frac1\pi\mathrm{Im}\,\mathrm{Tr}(E+i0-H-V)^{-1}$, and this trace is the energy derivative of $\mathrm{Tr}\ln(E+i0-H-V)$. The number of states below $E$ therefore changes by

$$\Delta N(E)=-\frac1\pi\mathrm{Im}\,\mathrm{Tr}\ln(1-GV).$$

The grand potential weights each state by $E-E_F$. Integration by parts gives $\Delta\Omega=-\int^{E_F}\Delta N\,dE$; the boundary terms vanish, at the top because $E=E_F$, at the bottom because there are no states. In second order $\ln(1-GV)\to-\frac12GVGV$. The two cross terms are equal by cyclicity, which cancels the half:

$$\Omega_{12}=-\frac{1}{\pi}\mathrm{Im}\int_{-\infty}^{E_F}\!dE\;\mathrm{Tr}[V_1GV_2G]
=-\frac{J^2}{\pi}\mathrm{Im}\int_{-\infty}^{E_F}\!dE\;\mathrm{tr}[\mathbf S_1\!\cdot\!\boldsymbol\sigma\,G(-R)\,\mathbf S_2\!\cdot\!\boldsymbol\sigma\,G(R)].$$

The argument of the first $G$ is $\mathbf r_1-\mathbf r_2=-R\hat x$. This formula was tested against total energies of a diagonalized Rashba cluster.

## One dimension: the twist is exact

For motion along $x$, $\sigma_y^2=1$ lets us complete the square:

$$H=\frac{k^2}{2m}-\alpha\sigma_yk=\frac{(k-k_R\sigma_y)^2}{2m}-\frac{k_R^2}{2m}.$$

In the sector $\sigma_y=\tau=\pm1$, shifting $k$ by $\tau k_R$ in the Fourier integral of $G$ produces a factor $e^{i\tau k_RR}$. What remains is the spinless function $g(R)$ at energy $E+k_R^2/2m$, which is even in $R$. Hence $G(\pm R)=g\,e^{\pm i\varphi\sigma_y}$ with $\varphi=k_RR$.

Now use $\sigma_ze^{i\varphi\sigma_y}=e^{-i\varphi\sigma_y}\sigma_z$ and $\sigma_z\sigma_y=-i\sigma_x$:

$$e^{-i\varphi\sigma_y}\sigma_ze^{i\varphi\sigma_y}=\sigma_ze^{2i\varphi\sigma_y}=\sigma_z\cos2\varphi+\sigma_x\sin2\varphi .$$

Likewise $\sigma_x\to\sigma_x\cos2\varphi-\sigma_z\sin2\varphi$, and $\sigma_y$ is unchanged. This is a right-handed rotation $\mathcal R_y(\theta)$ about $\hat y$ by $\theta=2\varphi$. Since $\mathrm{tr}\,\sigma_a\sigma_b=2\delta_{ab}$,

$$\Omega_{12}=F\,\mathbf S_1\cdot\mathcal R_y(\theta)\mathbf S_2,\qquad \theta=2k_RR,\qquad F=-\frac{2J^2}{\pi}\mathrm{Im}\int^{E_F}\!g^2\,dE .$$

The angle comes out of the integral because it does not depend on energy. It is twice $k_RR$ because the components $\sigma_y=\pm1$ acquire the phases $\pm k_RR$ over the distance $R$, and a spin turns by their difference. The return leg adds no further turn: it supplies the inverse factor on the other side of $\mathbf S_2\cdot\boldsymbol\sigma$, which the rotation of an operator requires.

On a lattice the hopping $-t+i\lambda\sigma_y$ towards $-x$ equals $-\sqrt{t^2+\lambda^2}\,e^{-i\chi\sigma_y}$ with $\chi=\arctan(\lambda/t)$. Each bond thus adds $\chi$ to $\varphi$, in place of $k_R$ times the spacing, and turns the spin by $2\chi$. Diagonalizing a chain with six bonds between the spins and $\lambda/t=0.2$ confirmed the angle $12\arctan0.2=2.3687$ rad and its sign.

## The three terms of the twisted coupling

Writing out the rotated components gives

$$\mathbf S_1\!\cdot\!\mathcal R_y\mathbf S_2=S_{1y}S_{2y}+\cos\theta\,(S_{1x}S_{2x}+S_{1z}S_{2z})+\sin\theta\,(S_{1x}S_{2z}-S_{1z}S_{2x}).$$

The last bracket is $\mathbf S_1\cdot(\hat y\times\mathbf S_2)=-\hat y\cdot(\mathbf S_1\times\mathbf S_2)$. Adding and subtracting $\cos\theta\,S_{1y}S_{2y}$,

$$\Omega_{12}=F\big[\cos\theta\,\mathbf S_1\!\cdot\!\mathbf S_2-\sin\theta\,\hat y\!\cdot\!(\mathbf S_1\times\mathbf S_2)+(1-\cos\theta)S_{1y}S_{2y}\big].$$

These are Heisenberg exchange, a Dzyaloshinskii-Moriya term $\mathbf D\cdot(\mathbf S_1\times\mathbf S_2)$ with $\mathbf D=-F\sin\theta\,\hat y$, and an anisotropic exchange. In the plane, for any bond direction, $\hat y$ becomes $\hat z\times\hat R$.

The three belong together. Defining $\mathbf S_2'=\mathcal R_y\mathbf S_2$ turns the energy into $F\,\mathbf S_1\cdot\mathbf S_2'$, so the pair has the full degeneracy of a Heisenberg pair. For $F<0$ the minimum is $\mathbf S_2=\mathcal R_y^{-1}\mathbf S_1$ with any $\mathbf S_1$: the spins enclose the angle $\theta$ (for $\theta\le\pi$) if they lie in the $xz$ plane, and are parallel if they point along $\hat y$. Dropping the anisotropic term would raise the second configuration from $F$ to $F\cos\theta$ and so create a false preference for the plane.

## Two dimensions: the Green function

The bands $s=\pm1$ have energies $k^2/2m+s\alpha k$ and projectors $\frac12[1+s(\sigma_xk_y-\sigma_yk_x)/k]$. Let $\beta$ be the angle between $\mathbf k$ and $\hat x$. The average of $e^{ikR\cos\beta}$ over $\beta$ is $J_0(kR)$, with an extra $\cos\beta$ it is $iJ_1(kR)$, and with $\sin\beta$ it is zero. Thus

$$G(\pm R)=G_0\mp\sigma_yG_1,\qquad
\begin{pmatrix}G_0\\G_1\end{pmatrix}=\frac12\sum_s\int_0^\infty\frac{k\,dk}{2\pi}\,\frac{1}{E-k^2/2m-s\alpha k}\begin{pmatrix}J_0(kR)\\ isJ_1(kR)\end{pmatrix}.$$

With $q=\sqrt{2mE+k_R^2}$ and $k_s=q-sk_R$, the denominator is $-(k-k_s)(k+k_{-s})/2m$. Because $k_s+k_{-s}=2q$,

$$\frac{1}{(k-k_s)(k+k_{-s})}=\frac1{2q}\Big[\frac1{k-k_s}-\frac1{k+k_{-s}}\Big].$$

Sum over $s$ and rename $s\to-s$ in the second fraction. Without the weight $s$ the sum is $\frac1{q}\sum_sk_s/(k^2-k_s^2)$; with it the renaming changes a sign and gives $\frac1{q}\sum_ssk/(k^2-k_s^2)$.

The remaining integral, for $\mathrm{Im}\,\kappa>0$, is

$$\int_0^\infty\frac{kJ_0(kR)}{k^2-\kappa^2}dk=\frac{i\pi}{2}H_0(\kappa R).$$

Indeed, the left side over $2\pi$ is the decaying solution of $(-\nabla^2-\kappa^2)f=\delta(\mathbf r)$, and $\frac i4H_0\approx-\frac1{2\pi}\ln R$ near the origin has the required source strength. Applying $-d/dR$ gives $\int k^2J_1/(k^2-\kappa^2)\,dk=\frac{i\pi}2\kappa H_1(\kappa R)$, understood with a convergence factor. Collecting prefactors,

$$G_0=-\frac{im}{4q}\sum_sk_sH_0(k_sR),\qquad G_1=\frac{m}{4q}\sum_ssk_sH_1(k_sR).$$

A direct plane-wave sum agrees with these expressions.

## Two dimensions: the general coupling

Since $\sigma_y$ commutes with $G$, the $yy$ trace is $\mathrm{tr}[(G_0+\sigma_yG_1)(G_0-\sigma_yG_1)]$. Moving $\sigma_x$ or $\sigma_z$ through $G$ flips the sign of $G_1$, so the $xx$ and $zz$ traces are $\mathrm{tr}(G_0-\sigma_yG_1)^2$. The $xz$ trace is $G_0G_1\,\mathrm{tr}[\sigma_x\sigma_y\sigma_z-\sigma_x\sigma_z\sigma_y]=4iG_0G_1$, and $zx$ is its negative. The others vanish. Therefore

$$\Omega_{12}=A\,S_{1y}S_{2y}+B(S_{1x}S_{2x}+S_{1z}S_{2z})+C\,\mathbf S_1\!\cdot\!(\hat y\times\mathbf S_2),$$

$$X_A=2(G_0^2-G_1^2),\quad X_B=2(G_0^2+G_1^2),\quad X_C=4iG_0G_1,$$

where each coupling is $-\frac{J^2}\pi\mathrm{Im}\int X\,dE$. The twisted form requires $B=A\cos\theta$ and $C=A\sin\theta$.

To integrate, use $dE=q\,dq/m$. The path above the real energy axis runs in $q$ from $i\infty$ down towards zero and then to $q_F=\sqrt{2mE_F+k_R^2}$. The $X$ are analytic inside the first quadrant and fall as $e^{-2R\,\mathrm{Im}\,q}$, so the path may be replaced by $q=q_F+it$, traversed downwards. This gives

$$A,B,C=\frac{J^2}{\pi m}\,\mathrm{Re}\int_0^\infty dt\;q\,X_{A,B,C}(q).$$

Integration along real energies needs more care. As $q\to0$, $k_\pm\to\mp k_R$, and the values of $H_0$ and $H_1$ at $-x+i0$ are $-H_0(x)^*$ and $H_1(x)^*$. Then $G_0\to-imk_RJ_0(k_RR)/2q$ and $G_1\to-mk_RJ_1(k_RR)/2q$, so every $X$ behaves as $c/q^2$ with real $c$. With $q^2=2m(E-E_b)+i0$, where $E_b$ is the band bottom, the imaginary part contains $-\frac{\pi c}{2m}\delta(E-E_b)$, and each coupling receives $J^2c/2m$. In a test case this term was about five times the largest final coupling; leaving it out would ruin the result.

## Small twist angle, near field included

To first order in $\alpha$, $q=k=\sqrt{2mE}$ and $G_0=g_0=-\frac{im}2H_0(kR)$. Expanding $k_s=k-sk_R$ and using $(zH_1)'=zH_0$,

$$\sum_ssk_sH_1(k_sR)=-2k_R\frac{d}{dk}[kH_1(kR)]=-2k_RkR\,H_0(kR),$$

so $G_1=-ik_RR\,g_0$. Then $X_C=4k_RR\,g_0^2=2k_RR\,X_A$, and

$$C=2k_RR\,F_0(R).$$

The Dzyaloshinskii-Moriya term is linear in the angle with the spin-orbit-free exchange $F_0$ as factor, even at short distance. For $\alpha=0$ there is no pole, and $g_0$ is real for $E<0$, so

$$F_0=\frac{J^2m}{\pi}\int_0^{k_F}\!kJ_0(kR)Y_0(kR)\,dk=\frac{J^2mk_F^2}{2\pi}\big[J_0Y_0+J_1Y_1\big](k_FR),\quad k_F=\sqrt{2mE_F}.$$

The last step follows from $(z^2J_0Y_0/2)'=zJ_0Y_0-\frac{z^2}2(J_1Y_0+J_0Y_1)$, whose second part is cancelled by $(z^2J_1Y_1/2)'$. The linear law was tested at $k_FR=1.7$, well outside the far field, with $k_RR=1.7\times10^{-4}$. It places no condition on $k_FR$, but the expansion is in $k_RR$, so it needs $\theta\ll1$, and its relative error grows near a zero of $F_0$. In the opening example $\theta=1.26$, and the law would give $C=-3.9\times10^{-5}$ eV instead of $-2.93\times10^{-5}$ eV; there $\sin\theta$ must replace $\theta$.

## The far field and its first correction

Let $\epsilon=1/(qR)$ and $\kappa=k_R/q=\theta\epsilon/2$ both be small. The eigenvalue of $G(R)$ for $\sigma_y=\tau$ is

$$g_\tau=G_0-\tau G_1=-\frac{im}{4q}\sum_sk_s\big[H_0(k_sR)-i\tau sH_1(k_sR)\big].$$

For large $z$, $H_1(z)\approx-iH_0(z)(1+\frac{i}{2z})$, so the bracket is $H_0[1-\tau s(1+\frac i{2k_sR})]$. The wave $s=-\tau$, with $k_{-\tau}=q+\tau k_R$, survives with weight 2; the wave $s=\tau$ keeps only the small weight $-i/(2k_\tau R)$. With $k_sH_0(k_sR)\propto\sqrt{k_s}\,e^{ik_sR}$,

$$g_\tau\approx\tilde g\Big[\big(1+\tfrac{\tau\kappa}2\big)e^{i\tau\theta/2}-\tfrac{i\epsilon}4e^{-i\tau\theta/2}\Big],\qquad \tilde g^2\approx\frac{im^2}{2\pi qR}e^{2iqR}.$$

Corrections common to both $\tau$ are absorbed in $\tilde g$. Because $X_A=2g_+g_-$, $X_B=g_+^2+g_-^2$ and $X_C=-i(g_+^2-g_-^2)$, to first order

$$X_A=2\tilde g^2[1-\tfrac{i\epsilon}2\cos\theta],\quad X_B=2\tilde g^2[\cos\theta+i\kappa\sin\theta-\tfrac{i\epsilon}2],\quad X_C=2\tilde g^2[\sin\theta-i\kappa\cos\theta].$$

The leading terms are the twist. Integrating them uses $\int_0^\infty e^{-2tR}dt=1/2R$:

$$A\approx\frac{J^2m}{2\pi^2R^2}\mathrm{Re}\,[ie^{2iq_FR}]=-P\sin(2q_FR),\qquad P=\frac{J^2m}{2\pi^2R^2}.$$

For the deviation, insert $\kappa=\theta\epsilon/2$ and set $\delta=(\theta-\sin\theta)/(2q_FR)$. At $q=q_F$,

$$X_B-\cos\theta X_A=2i\tilde g^2\delta\sin\theta,\qquad X_C-\sin\theta X_A=-2i\tilde g^2\delta\cos\theta .$$

The extra $i$ turns the sine into a cosine:

$$B-A\cos\theta\approx-P\delta\sin\theta\cos(2q_FR),\qquad C-A\sin\theta\approx P\delta\cos\theta\cos(2q_FR).$$

Combining them, $(B+iC)/A\approx e^{i\theta}[1-i\delta\cot(2q_FR)]$. Away from the zeros of $A$ the actual angle is thus $\theta-\delta\cot(2q_FR)$. Near a zero the twisted form fails in relative terms, because $A$ vanishes while $B$ and $C$ need not.

At fixed $\theta$ the deviation relative to $P$ falls as $1/R$. For a given material $\theta$ grows with $R$, and $\delta$ tends to $k_R/q_F$: the deviation does not die out, but stays small if $k_R\ll q_F$. The correction was tested at fixed angle. Its remaining error, measured in units of $P/(2q_FR)$, the scale of the correction itself, was $1.1\times10^{-3}$ at $q_FR=200$ and $2.7\times10^{-4}$ at $q_FR=800$. Because this error also oscillates with distance, the two values show that it is small, not at which power of $1/R$ it falls.

## Reading the numbers

The example takes $J=5$ eV Å$^2$ and unit spins. The wave numbers are $k_R=0.01575$ and $q_F=0.17817$ Å$^{-1}$, with ratio 0.088. At 40 Å,

$$\theta=2(0.01575)(40)=1.260,\qquad A\approx-(3.116\times10^{-5})(0.9932)=-3.09\times10^{-5}\ \text{eV},$$

against the integrated $A=-3.08\times10^{-5}$ eV. The twist then predicts $A\cos\theta=-0.942\times10^{-5}$ and $A\sin\theta=-2.930\times10^{-5}$ eV; the integrals give $B=-0.935\times10^{-5}$ and $C=-2.933\times10^{-5}$ eV. So $D_y=-C=2.93\times10^{-5}$ eV, or $1.08\times10^{-6}$ hartree, and its ratio to $B$ is close to $\tan\theta$ in size. The anisotropic part is $A-B=-2.14\times10^{-5}$ eV, also larger than the isotropic one. Here "isotropic" means the coefficient of $\mathbf S_1\cdot\mathbf S_2$ in the three-term form above. Another common choice is one third of the trace of the coupling matrix, $(A+2B)/3=-1.65\times10^{-5}$ eV; the Dzyaloshinskii-Moriya term is then 1.8 times as large, so the convention must be checked before ratios are compared.

At 80 Å, $\sin(2q_FR)=-0.23$, which is nearer a node. Here $2k_RR=2.520$, whereas the actual angle is 2.284. The corrected formula gives 2.233: it has the right direction but overshoots. The main cause is that it divides by the leading form $-P\sin(2q_FR)=1.80\times10^{-6}$ eV, whereas the integrated $A$ is $2.14\times10^{-6}$ eV; near a node such a difference matters. Measured against the envelope, the deviation is still only 0.066. The ratio $\sqrt{B^2+C^2}/|A|=1.03$ shows that the Heisenberg degeneracy is lifted, with a 3 % stronger coupling in the $xz$ plane.

At 100 Å the angle is close to $\pi$, and the isotropic part $B=-4.50\times10^{-6}$ eV is opposite in sign to $A=4.48\times10^{-6}$ eV. The predicted $A\sin\theta=-0.04\times10^{-6}$ eV nearly vanishes, so the correction decides: $C=0.17\times10^{-6}$ eV has the other sign. The leading twist should not be trusted for the sign of a component it makes almost zero. The remaining distances are in the numerical output.

## Numbers as computed

```
TESTS (relative errors unless stated)
Green function vs plane-wave sum: 4.1e-05
energy formula vs cluster diagonalization: 5.5e-06
chain twist angle: 2.3687 rad, error 4.8e-09
contour vs real axis plus pole: 2.5e-05
pole size / largest coupling in that test: 5.245
first-order DM law at kF R = 1.7: 1.8e-07
far-field correction, abs. error of scaled defect:
  qF R = 200: 1.1e-03; qF R = 800: 2.7e-04
EXAMPLE INPUT
mass = 0.3 electron masses, alpha = 0.4 eV angstrom
EF = 0.4 eV, J = 5.0 eV angstrom^2, unit spins
EXAMPLE WAVE NUMBERS (1/angstrom)
kR = 0.01575, kF = 0.17747, qF = 0.17817
kR/qF = 0.0884
distance for a full turn, pi/kR = 199.5 angstrom
ANGLES (rad): R/angstrom, 2 kR R, actual, corrected
  20   0.6299   0.6243   0.6248
  40   1.2598   1.2620   1.2624
  60   1.8898   1.9562   1.9526
  80   2.5197   2.2842   2.2330
 100   3.1496   3.1030   3.1018
QUALITY: R/angstrom, sqrt(B^2+C^2)/|A|, defect/P, sin(2 qF R)
  20   1.0000   0.0040   0.7470
  40   1.0002   0.0022   0.9932
  60   1.0033   0.0360   0.5736
  80   1.0300   0.0661  -0.2306
 100   1.0049   0.0422  -0.8802
COUPLINGS (eV): R/angstrom, A, B, A cos, C, A sin
  20 -8.858e-05 -7.188e-05 -7.158e-05 -5.178e-05 -5.218e-05
  40 -3.078e-05 -9.354e-06 -9.416e-06 -2.933e-05 -2.930e-05
  60 -7.493e-06  2.826e-06  2.350e-06 -6.966e-06 -7.115e-06
  80  2.144e-06 -1.445e-06 -1.743e-06  1.670e-06  1.249e-06
 100  4.478e-06 -4.497e-06 -4.478e-06  1.738e-07 -3.595e-08
ENVELOPE P (eV): R/angstrom, P
  20  1.247e-04
  40  3.116e-05
  60  1.385e-05
  80  7.791e-06
 100  4.986e-06
MAIN RESULT AT 40 angstrom (eV; hartree)
isotropic B = -9.354e-06; -3.438e-07
DM component D_y = -C = 2.933e-05; 1.078e-06
anisotropy A - B = -2.142e-05; -7.872e-07
```
